# The MacDonald–Vosko exchange factor for the relativistic electron gas: a program that tests the result

```python
"""Relativistic LDA exchange factor of the uniform electron gas.

Result under test: exchange energy density = -(kF^4 / 4 pi^3) * Phi(beta),
  Phi   = 1 - (3/2) F^2,   F = (beta*eta - X) / beta^2,
  Phi_L = 5/6 + 1/(3 beta^2) + 2 eta X/(3 beta)
          - 2 eta^4 ln(eta)/(3 beta^4) - F^2/2      (Coulomb part),
with beta = kF/c, eta = sqrt(1+beta^2), X = arsinh(beta), Hartree units.
Phi_T = Phi - Phi_L is the retarded transverse part in Coulomb gauge.
Inside the momentum integrals the units are m = c = 1.
"""
import numpy as np
import sympy as sp
from scipy.constants import fine_structure
from scipy.integrate import quad
from scipy.optimize import brentq

c_light = 1.0 / fine_structure


def phi_total(beta):
    eta = np.sqrt(1 + beta**2)
    return 1 - 1.5 * ((beta * eta - np.arcsinh(beta)) / beta**2)**2


def phi_coulomb(beta):
    eta, X = np.sqrt(1 + beta**2), np.arcsinh(beta)
    F = (beta * eta - X) / beta**2
    return (5 / 6 + 1 / (3 * beta**2) + 2 * eta * X / (3 * beta)
            - eta**4 * np.log1p(beta**2) / (3 * beta**4) - F**2 / 2)


# ---- Dirac matrices and direct integration over two Fermi spheres ----
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
alpha = [np.kron(pauli[0], s) for s in pauli]
beta_matrix = np.kron(pauli[2], np.eye(2))


def projector(kx, kz, energy):
    """Positive-energy projector for momentum (kx, 0, kz)."""
    h = (kx[:, None, None] * alpha[0] + kz[:, None, None] * alpha[2]
         + beta_matrix)
    return 0.5 * (np.eye(4) + h / energy[:, None, None])


def spin_sum(P, Q, operator):
    """Sum over spins of |<k|operator|k'>|^2 for a Hermitian operator."""
    return np.einsum('nij,nji->n', P @ operator, Q @ operator).real


def unit_gauss(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


def direct_factors(kf):
    """Coulomb and transverse factors from explicit spinor sums.

    k' = k(1-t^3) resolves the region k' near k; the angle is replaced
    by log(D), D = q^2 - (E-E')^2."""
    xk, wk = unit_gauss(20)
    xt, wt = unit_gauss(32)
    xw, ww = unit_gauss(48)
    k, t, u = [a.ravel() for a in np.meshgrid(kf * xk, xt, xw,
                                              indexing='ij')]
    weight = np.einsum('i,j,k->ijk', kf * wk, wt, ww).ravel()
    gap = k * t**3
    kp = k - gap
    E, Ep = np.sqrt(1 + k**2), np.sqrt(1 + kp**2)
    speed = (k + kp) / (E + Ep)
    omega = gap * speed
    Dmin = gap**2 * (1 - speed**2)
    Dmax = (k + kp)**2 - omega**2
    span = np.log(Dmax / Dmin)
    D = Dmin * np.exp(u * span)
    q2 = D + omega**2
    half = np.clip((D - Dmin) / (4 * k * kp), 0, 1)   # sin^2(theta/2)
    sin_theta = 2 * np.sqrt(half * (1 - half))
    P = projector(np.zeros_like(k), k, E)
    Q = projector(kp * sin_theta, kp * (1 - 2 * half), Ep)
    q = np.sqrt(q2)
    qx, qz = -kp * sin_theta / q, (gap + 2 * kp * half) / q
    alpha_q = qx[:, None, None] * alpha[0] + qz[:, None, None] * alpha[2]
    charge = spin_sum(P, Q, np.eye(4))
    current = (sum(spin_sum(P, Q, a) for a in alpha)
               - spin_sum(P, Q, alpha_q))
    # pointwise tests of the reduced spin sums
    assert np.allclose(charge, ((E + Ep)**2 - q2) / (2 * E * Ep),
                       rtol=1e-8, atol=1e-10)
    assert np.allclose(charge * D / q2 - current, (2 - D) / (E * Ep),
                       rtol=1e-7, atol=1e-7)
    # d3k d3k' = 8 pi^2 k^2 k'^2 dk dk' dcos, dcos = D dlogD/(2 k k')
    measure = (8 * np.pi**2 * k * kp / 2 * span
               * 3 * k * t**2 * 2 * weight)
    to_energy = -0.5 * 4 * np.pi / (2 * np.pi)**6
    reference = -kf**4 / (4 * np.pi**3)
    coulomb = to_energy * np.sum(measure * charge * D / q2) / reference
    transverse = -to_energy * np.sum(measure * current) / reference
    return coulomb, transverse


print("Fermi-sphere integration with Dirac spinors vs closed forms")
print("beta | Coulomb num, formula | total num, formula (dimensionless)")
for b in (0.1, 0.5, 1.0, 3.0, 10.0):
    cou, tra = direct_factors(b)
    print(f"{b:5.1f} | {cou:.6f} {phi_coulomb(b):.6f} | "
          f"{cou + tra:.6f} {phi_total(b):.6f}")
    assert abs(cou - phi_coulomb(b)) < 2e-6
    assert abs(cou + tra - phi_total(b)) < 2e-6
    if b == 0.1:
        small_coulomb, small_total = cou, cou + tra

# ---- Pauli blocking of boson emission, by diagonalization ----
gap_ab, boson, g, nb = 0.3, 1.0, 1e-3, 6
lower = np.diag(np.sqrt(np.arange(1, nb)), 1)
H_one = (np.kron(np.diag([0, gap_ab]), np.eye(nb))
         + np.kron(np.eye(2), boson * np.diag(np.arange(nb)))
         + g * np.kron(pauli[0].real, lower + lower.T))
one_electron = np.linalg.eigvalsh(H_one)[:2]
# with both levels filled the transition operator gives zero
blocking = gap_ab - one_electron.sum()
blocking_formula = 2 * boson * g**2 / (boson**2 - gap_ab**2)
assert abs(blocking / blocking_formula - 1) < 1e-4
print(f"Blocking energy / g^2, diagonalized: {blocking / g**2:.5f}")
print(f"Blocking energy / g^2, formula:      "
      f"{blocking_formula / g**2:.5f} (model energy units)")

# ---- intermediate integrals ----
for b in (0.7, 2.0):
    eta, X = np.sqrt(1 + b * b), np.arcsinh(b)
    rapidity = quad(lambda s: np.sinh(s) * np.log(
        np.sinh((X + s) / 2) / np.sinh((X - s) / 2)), 0, X)[0]
    assert abs(rapidity - X * b) < 1e-7
    slope_total = quad(lambda s: 4 * s * np.sinh(s)**2, 0, X)[0]
    assert abs(slope_total - (b**4 - (b * eta - X)**2)) < 1e-9
    simple = quad(lambda k: 1 / (eta + np.sqrt(1 + k * k)), 0, b)[0]
    assert abs(simple - (X - eta / b * np.log(eta))) < 1e-10

    def slope_integrand(k):
        E = np.sqrt(1 + k * k)
        return b * k * (E / eta + eta / E) * np.log((b + k) / (b - k))
    slope = quad(slope_integrand, 0, b)[0]
    slope_formula = (b**3 / 3 + b**2 * X / (3 * eta)
                     + 8 / 3 * b**2 * eta * X
                     - 8 / 3 * b * eta**2 * np.log(eta))
    assert abs(slope - slope_formula) < 1e-6

# ---- small-beta series ----
z = sp.symbols('z', positive=True)
e_s, x_s = sp.sqrt(1 + z**2), sp.asinh(z)
G_s = z * e_s - x_s
total_s = z**4 - sp.Rational(3, 2) * G_s**2
coul_s = (sp.Rational(5, 6) * z**4 + z**2 / 3
          + sp.Rational(2, 3) * z**3 * e_s * x_s
          - (1 + z**2)**2 * sp.log(1 + z**2) / 3 - G_s**2 / 2)


def coefficients(expr):
    poly = sp.expand(sp.series(expr, z, 0, 11).removeO())
    assert all(poly.coeff(z, j) == 0 for j in range(4))
    return [poly.coeff(z, j) for j in (4, 6, 8, 10)]


ct, cl = coefficients(total_s), coefficients(coul_s)
assert ct[:2] == [1, -sp.Rational(2, 3)]
assert cl[:2] == [1, -sp.Rational(1, 9)]
print("Series coefficients of beta^0, beta^2, beta^4, beta^6:")
print("  total:     ", ", ".join(map(str, ct)))
print("  Coulomb:   ", ", ".join(map(str, cl)))
print("  transverse:", ", ".join(str(a - b) for a, b in zip(ct, cl)))
# quadratic coefficients recovered from the spinor integration
b2 = 0.1**2
num_t = (small_total - 1) / b2 - float(ct[2]) * b2
num_l = (small_coulomb - 1) / b2 - float(cl[2]) * b2
assert abs(num_t + 2 / 3) < 1e-3 and abs(num_l + 1 / 9) < 1e-3
print(f"beta^2 coefficient from integration: total {num_t:.4f}, "
      f"Coulomb {num_l:.4f}")

# ---- high-density limits and sign change ----
limit_coulomb = 1 / 3 + 2 / 3 * np.log(2)
assert abs(phi_total(1e5) + 0.5) < 1e-7
assert abs(phi_coulomb(1e5) - limit_coulomb) < 1e-7
print(f"Factors at beta = 1e5: total {phi_total(1e5):.6f}, "
      f"Coulomb {phi_coulomb(1e5):.6f}, "
      f"transverse {phi_total(1e5) - phi_coulomb(1e5):.6f}")
print(f"1/3 + (2/3) ln 2 = {limit_coulomb:.6f}")
beta_zero = brentq(phi_total, 1, 5)
n_zero = (beta_zero * c_light)**3 / (3 * np.pi**2)
print(f"Total factor vanishes at beta = {beta_zero:.4f}, "
      f"n = {n_zero:.4e} bohr^-3")


# ---- exchange potential factor ----
def potential_factor(beta):
    return -0.5 + 1.5 * np.arcsinh(beta) / (beta * np.sqrt(1 + beta**2))


def energy_density(n):
    kf = (3 * np.pi**2 * n)**(1 / 3)
    return -kf**4 / (4 * np.pi**3) * phi_total(kf / c_light)


for n in (1e3, 1e5, 1e7):
    kf = (3 * np.pi**2 * n)**(1 / 3)
    dn = 1e-4 * n
    v = (energy_density(n + dn) - energy_density(n - dn)) / (2 * dn)
    assert abs(v / (-kf / np.pi) - potential_factor(kf / c_light)) < 1e-6
v_zero = brentq(potential_factor, 0.5, 5)
print(f"Potential factor vanishes at beta = {v_zero:.4f}")

# ---- worked example 1: uniform gas ----
n = 1.0e4
kf = (3 * np.pi**2 * n)**(1 / 3)
b = kf / c_light
eps = -3 * kf / (4 * np.pi)
pt, pl = phi_total(b), phi_coulomb(b)
print(f"Speed of light: {c_light:.6f} a.u.")
print(f"Gas: n = {n:.1e} bohr^-3, kF = {kf:.4f} bohr^-1, beta = {b:.5f}")
print(f"  eta = {np.sqrt(1 + b*b):.6f}, X = {np.arcsinh(b):.6f}, "
      f"F = {(b*np.sqrt(1+b*b)-np.arcsinh(b))/b**2:.6f}")
print(f"  factors: total {pt:.6f}, Coulomb {pl:.6f}, "
      f"transverse {pt - pl:.6f}")
print(f"  leading expansions: total {1 - 2*b*b/3:.6f}, "
      f"Coulomb {1 - b*b/9:.6f}")
print(f"  nonrelativistic exchange per electron: {eps:.4f} hartree")
print(f"  Coulomb part: {eps * pl:.4f} hartree")
print(f"  transverse part: {eps * (pt - pl):.4f} hartree")
print(f"  total: {eps * pt:.4f} hartree")
print(f"  potential: nonrel. {-kf/np.pi:.4f}, factor "
      f"{potential_factor(b):.6f}, rel. "
      f"{-kf/np.pi*potential_factor(b):.4f} hartree")

# ---- worked example 2: local use on a hydrogen-like 1s^2 density ----
Z = 80
x, w = unit_gauss(200)
r, wr = 25 * x / Z, 25 * w / Z
dens = 2 * Z**3 / np.pi * np.exp(-2 * Z * r)
volume = 4 * np.pi * r**2 * wr
assert abs(np.sum(volume * dens) - 2) < 1e-10
kf = (3 * np.pi**2 * dens)**(1 / 3)
b = kf / c_light
ex = -kf**4 / (4 * np.pi**3) * volume
series_l = sum(float(a) * b**(2 * j) for j, a in enumerate(cl))
# series at small beta avoids cancellation in the closed form
factor_l = np.where(b < 0.05, series_l, phi_coulomb(np.maximum(b, 0.05)))
E_nr, E_l = ex.sum(), np.sum(ex * factor_l)
E_t = np.sum(ex * phi_total(b))
E_lead = np.sum(ex * (1 - 2 * b**2 / 3))
E_exact_integral = (-0.75 * (3 / np.pi)**(1 / 3)
                    * (2 * Z**3 / np.pi)**(4 / 3)
                    * 8 * np.pi / (8 * Z / 3)**3)
assert abs(E_nr / E_exact_integral - 1) < 1e-10
beta_nucleus = (6 * np.pi)**(1 / 3) * Z / c_light
print(f"1s^2 density, Z = {Z}: beta at nucleus = {beta_nucleus:.4f}")
print(f"  nonrelativistic LDA exchange: {E_nr:.4f} hartree")
print(f"  with Coulomb factor: {E_l:.4f} hartree")
print(f"  with total factor: {E_t:.4f} hartree")
print(f"  with 1 - 2 beta^2/3 only: {E_lead:.4f} hartree")
print(f"  changes: Coulomb {E_l-E_nr:.4f}, transverse {E_t-E_l:.4f}, "
      f"total {E_t-E_nr:.4f} hartree")
print(f"  relative total change: {100*(E_t/E_nr-1):.3f} percent")
print("PASS")
```

Printed output:

```
Fermi-sphere integration with Dirac spinors vs closed forms
beta | Coulomb num, formula | total num, formula (dimensionless)
  0.1 | 0.998896 0.998896 | 0.993373 0.993373
  0.5 | 0.976056 0.976056 | 0.854713 0.854713
  1.0 | 0.931478 0.931478 | 0.574122 0.574122
  3.0 | 0.837690 0.837690 | -0.088966 -0.088966
 10.0 | 0.800839 0.800839 | -0.425953 -0.425953
Blocking energy / g^2, diagonalized: 2.19780
Blocking energy / g^2, formula:      2.19780 (model energy units)
Series coefficients of beta^0, beta^2, beta^4, beta^6:
  total:      1, -2/3, 2/5, -48/175
  Coulomb:    1, -1/9, 13/180, -163/3150
  transverse: 0, -5/9, 59/180, -701/3150
beta^2 coefficient from integration: total -0.6667, Coulomb -0.1111
Factors at beta = 1e5: total -0.500000, Coulomb 0.795431, transverse -1.295431
1/3 + (2/3) ln 2 = 0.795431
Total factor vanishes at beta = 2.5332, n = 1.4129e+06 bohr^-3
Potential factor vanishes at beta = 1.9460
Speed of light: 137.035999 a.u.
Gas: n = 1.0e+04 bohr^-3, kF = 66.6511 bohr^-1, beta = 0.48638
  eta = 1.112008, X = 0.468993, F = 0.303773
  factors: total 0.861583, Coulomb 0.977176, transverse -0.115593
  leading expansions: total 0.842292, Coulomb 0.973715
  nonrelativistic exchange per electron: -15.9118 hartree
  Coulomb part: -15.5486 hartree
  transverse part: 1.8393 hartree
  total: -13.7093 hartree
  potential: nonrel. -21.2157, factor 0.800701, rel. -16.9874 hartree
1s^2 density, Z = 80: beta at nucleus = 1.5537
  nonrelativistic LDA exchange: -42.8860 hartree
  with Coulomb factor: -40.7291 hartree
  with total factor: -29.5217 hartree
  with 1 - 2 beta^2/3 only: -22.4375 hartree
  changes: Coulomb 2.1569, transverse 11.2075, total 13.3643 hartree
  relative total change: -31.162 percent
PASS
```
